# Cartesian interaction tensors by recursion and dispersion coefficients C6 to C10: a numerical check

```python
"""Cartesian interaction tensors and dispersion coefficients C6, C8, C10.

Result under test: T_ijk = d^i/dx^i d^j/dy^j d^k/dz^k (1/R) obeys a two-term
recursion, is traceless, spans 2n+1 dimensions at rank n = i+j+k, and yields
  C6  = sum V2^2/D,   C8 = sum (V3^2 + 2 V2 V4)/D,
  C10 = sum (V4^2 + 2 V3 V5 + 2 V2 V6)/D
where V_n is the rank-n part of the Coulomb coupling between the ground state
and a doubly excited pair state at unit distance, D the pair excitation energy.
Model: charged harmonic oscillators, mass = charge = 1, atomic units.
R points from system A to system B.
"""
import itertools
from fractions import Fraction
from math import factorial, pi, sqrt
import numpy as np
import sympy as sp
from scipy.integrate import quad

NMAX = 6


def indices(n):
    return [(i, j, n - i - j) for i in range(n, -1, -1)
            for j in range(n - i, -1, -1)]


def fact3(t):
    return factorial(t[0]) * factorial(t[1]) * factorial(t[2])


def interaction_tensors(vec, dist, nmax=NMAX):
    """All T_ijk up to rank nmax; works for floats and exact fractions."""
    aux = {}
    g = 1 / dist
    for m in range(nmax + 1):
        aux[(0, 0, 0), m] = g
        g = -(2 * m + 1) * g / dist**2
    for n in range(1, nmax + 1):
        for t in indices(n):
            axis = next(c for c in range(3) if t[c] > 0)
            low = list(t)
            low[axis] -= 1
            p = low[axis]
            lower = list(low)
            lower[axis] -= 1
            for m in range(nmax - n + 1):
                value = vec[axis] * aux[tuple(low), m + 1]
                if p > 0:
                    value += p * aux[tuple(lower), m + 1]
                aux[t, m] = value
    return {t: v for (t, m), v in aux.items() if m == 0}


# ---- exact test of the recursion against symbolic differentiation ----
point = [Fraction(1), Fraction(2), Fraction(2)]
T_exact = interaction_tensors(point, Fraction(3))
xyz = sp.symbols("x y z")
derivative = {(0, 0, 0): (xyz[0]**2 + xyz[1]**2 + xyz[2]**2)**sp.Rational(-1, 2)}
for n in range(1, NMAX + 1):
    for t in indices(n):
        axis = next(c for c in range(3) if t[c] > 0)
        low = list(t)
        low[axis] -= 1
        derivative[t] = sp.diff(derivative[tuple(low)], xyz[axis])
for t, expression in derivative.items():
    direct = expression.subs({xyz[0]: 1, xyz[1]: 2, xyz[2]: 2})
    fr = T_exact[t]
    assert sp.simplify(direct - sp.Rational(fr.numerator, fr.denominator)) == 0

print("Tensor components at R = (1,2,2) bohr, exact, atomic units:")
for t in [(2, 0, 0), (0, 2, 0), (0, 0, 2), (1, 1, 0), (3, 0, 0), (4, 0, 0)]:
    print("  T_%d%d%d = %s" % (*t, T_exact[t]))

# ---- tracelessness, dimension, full contraction ----
rng = np.random.default_rng(7)
directions = rng.normal(size=(60, 3))
directions /= np.linalg.norm(directions, axis=1)[:, None]
samples = [interaction_tensors(d, 1.0) for d in directions]
print("rank n | 3^n | symmetric | independent | T.T*R^(2n+2)")
for n in range(1, NMAX + 1):
    comps = indices(n)
    if n >= 2:
        for i, j, k in indices(n - 2):
            assert (T_exact[i + 2, j, k] + T_exact[i, j + 2, k]
                    + T_exact[i, j, k + 2]) == 0
    table = np.array([[s[t] for t in comps] for s in samples])
    dimension = np.linalg.matrix_rank(table, tol=1e-9 * np.linalg.norm(table))
    chosen = [c for c, t in enumerate(comps) if t[2] <= 1]
    sub = table[:, chosen]
    sub_rank = np.linalg.matrix_rank(sub, tol=1e-9 * np.linalg.norm(sub))
    assert dimension == 2 * n + 1 == sub_rank == len(chosen)
    norm = sum(Fraction(factorial(n), fact3(t)) * T_exact[t]**2 for t in comps)
    norm *= Fraction(3)**(2 * n + 2)
    assert norm == Fraction(factorial(2 * n), 2**n)
    print("  %d | %d | %d | %d | %s" % (n, 3**n, len(comps), dimension, norm))

# ---- oscillator states and transition moments from ladder matrices ----
states = [t for q in (1, 2, 3) for t in indices(q)]


def excitation_energies(omega):
    return np.array([np.dot(t, omega) for t in states])


def scaled_moments(omega):
    """For each rank l: <0|x^i y^j z^k|state>/(i! j! k!)."""
    rows = []
    for w in omega:
        ladder = np.diag(np.sqrt(np.arange(1, 14) / (2 * w)), 1)
        position = ladder + ladder.T
        rows.append([np.linalg.matrix_power(position, p)[0] for p in range(6)])
    return {l: np.array([[rows[0][t[0]][s[0]] * rows[1][t[1]][s[1]]
                          * rows[2][t[2]][s[2]] / fact3(t) for s in states]
                         for t in indices(l)]) for l in range(1, 6)}


def coupling_orders(direction, omega):
    T = interaction_tensors(direction, 1.0)
    M = scaled_moments(omega)
    V = {}
    for n in range(2, 7):
        V[n] = np.zeros((len(states), len(states)))
        for l in range(1, n):
            block = np.array([[T[tuple(np.add(a, b))] for b in indices(n - l)]
                              for a in indices(l)])
            V[n] += (-1)**l * M[l].T @ block @ M[n - l]
    return V


def dispersion_coefficients(direction, omega):
    V = coupling_orders(direction, omega)
    e = excitation_energies(omega)
    D = e[:, None] + e[None, :]
    c6 = np.sum(V[2]**2 / D)
    cross8 = np.sum(2 * V[2] * V[4] / D)
    c8 = np.sum(V[3]**2 / D) + cross8
    cross10 = np.sum(2 * (V[3] * V[5] + V[2] * V[6]) / D)
    c10 = np.sum(V[4]**2 / D) + cross10
    return np.array([c6, c8, c10]), cross8, cross10


# ---- independent road: undivided Coulomb coupling on Gauss-Hermite nodes ----
def coulomb_coupling(direction, omega, dist):
    """The centre charges drop out: both systems are excited."""
    t, w = np.polynomial.hermite.hermgauss(6)
    hermite = [np.polynomial.hermite.hermval(t, [0] * q + [1])
               / sqrt(2**q * factorial(q)) * w / sqrt(pi) for q in range(4)]
    grid = np.array(list(itertools.product(t, t, t))) / np.sqrt(omega)
    phi = np.array([np.kron(np.kron(hermite[s[0]], hermite[s[1]]),
                            hermite[s[2]]) for s in states])
    gap = dist * np.array(direction) + grid[None, :, :] - grid[:, None, :]
    return phi @ (1 / np.linalg.norm(gap, axis=2)) @ phi.T


def extracted_coefficients(direction, omega):
    distances = np.array([40.0, 50.0, 65.0, 85.0, 120.0])
    e = excitation_energies(omega)
    D = e[:, None] + e[None, :]
    scaled = [np.sum(coulomb_coupling(direction, omega, r)**2 / D) * r**6
              for r in distances]
    s = (40.0 / distances)**2
    fit = np.linalg.solve(np.vander(s, increasing=True), scaled)
    return fit[:3] * 40.0**np.array([0, 2, 4])


# ---- spherical reference: Casimir-Polder integrals ----
w0 = 0.5
omega_iso = np.array([w0, w0, w0])
tilted = (0.6, 0.0, 0.8)
iso, iso_cross8, iso_cross10 = dispersion_coefficients(tilted, omega_iso)
assert abs(iso_cross8) < 1e-10 * iso[1] and abs(iso_cross10) < 1e-10 * iso[2]
strength = {}
for l in (1, 2, 3):
    top = quad(lambda r: r**(2 * l + 2) * np.exp(-w0 * r * r), 0, np.inf)[0]
    bottom = quad(lambda r: r**2 * np.exp(-w0 * r * r), 0, np.inf)[0]
    strength[l] = top / bottom / (2 * l + 1)


def alpha(l, u):
    return 2 * l * w0 * strength[l] / ((l * w0)**2 + u * u)


def spherical_term(l, k):
    integral = quad(lambda u: alpha(l, u) * alpha(k, u), 0, np.inf)[0]
    return (factorial(2 * l + 2 * k) / (factorial(2 * l) * factorial(2 * k))
            * integral / (2 * pi))


c11, c12, c13, c22 = [spherical_term(*p) for p in ((1, 1), (1, 2), (1, 3), (2, 2))]
assert np.allclose(iso, [c11, 2 * c12, 2 * c13 + c22], rtol=1e-7)
print("Isotropic pair, frequency %.1f hartree (atomic units):" % w0)
print("  static alpha_1, alpha_2, alpha_3 = %.4f, %.4f, %.4f"
      % tuple(alpha(l, 0.0) for l in (1, 2, 3)))
print("  terms (1,1), (1,2), (1,3), (2,2) = %.4f, %.4f, %.4f, %.4f"
      % (c11, c12, c13, c22))
print("  contracted C6, C8, C10 = %.4f, %.4f, %.4f" % tuple(iso))

# ---- anisotropic pair ----
omega = np.array([0.5, 0.5, 0.4])
print("Anisotropic pair, frequencies x,y,z = %.1f, %.1f, %.1f hartree" % tuple(omega))
print("  static dipole polarizabilities x, z = %.4f, %.4f bohr^3"
      % (1 / omega[0]**2, 1 / omega[2]**2))
results = {}
for name, d in (("z", (0.0, 0.0, 1.0)), ("x", (1.0, 0.0, 0.0)),
                ("(0.6,0,0.8)", tilted)):
    c, cross8, cross10 = dispersion_coefficients(d, omega)
    f = extracted_coefficients(d, omega)
    assert abs(f[0] / c[0] - 1) < 1e-8
    assert abs(f[1] / c[1] - 1) < 1e-5
    # the finite fit leaves a small remainder of the terms beyond C14
    assert abs(f[2] / c[2] - 1) < 2e-3
    dipole = 3 * np.outer(d, d) - np.eye(3)
    pair = 4 * np.outer(omega, omega) * np.add.outer(omega, omega)
    parts = dipole**2 / pair
    assert abs(parts.sum() / c[0] - 1) < 1e-12
    results[name] = c
    print("R along %s (atomic units):" % name)
    print("  contracted C6, C8, C10 = %.4f, %.4f, %.3f" % tuple(c))
    print("  from full Coulomb      = %.4f, %.4f, %.3f" % tuple(f))
    print("  cross products in C8, C10 = %.4f, %.3f" % (cross8, cross10))
    if name == "z":
        print("  C6 parts: zz = %.4f, xx + yy = %.4f"
              % (parts[2, 2], parts[0, 0] + parts[1, 1]))

# ---- single matrix elements, including their signs ----
far = 60.0
V = coupling_orders(tilted, omega)
series = sum(V[n] / far**(n + 1) for n in V)
error = np.max(np.abs(series - coulomb_coupling(tilted, omega, far)))
assert error < 1e-3 * np.max(np.abs(V[3])) / far**4

distance = 20.0
terms = -results["z"] / distance**np.array([6, 8, 10]) * 1e9
print("Energy terms at R = %.0f bohr along z, in 1e-9 hartree:" % distance)
print("  R^-6: %.3f, R^-8: %.3f, R^-10: %.3f, sum: %.3f" % (*terms, terms.sum()))
print("PASS")
```

Output:

```
Tensor components at R = (1,2,2) bohr, exact, atomic units:
  T_200 = -2/81
  T_020 = 1/81
  T_002 = 1/81
  T_110 = 2/81
  T_300 = 22/729
  T_400 = 8/6561
rank n | 3^n | symmetric | independent | T.T*R^(2n+2)
  1 | 3 | 3 | 3 | 1
  2 | 9 | 6 | 5 | 6
  3 | 27 | 10 | 7 | 90
  4 | 81 | 15 | 9 | 2520
  5 | 243 | 21 | 11 | 113400
  6 | 729 | 28 | 13 | 7484400
Isotropic pair, frequency 0.5 hartree (atomic units):
  static alpha_1, alpha_2, alpha_3 = 4.0000, 6.0000, 20.0000
  terms (1,1), (1,2), (1,3), (2,2) = 6.0000, 30.0000, 210.0000, 315.0000
  contracted C6, C8, C10 = 6.0000, 60.0000, 735.0000
Anisotropic pair, frequencies x,y,z = 0.5, 0.5, 0.4 hartree
  static dipole polarizabilities x, z = 4.0000, 6.2500 bohr^3
R along z (atomic units):
  contracted C6, C8, C10 = 9.8125, 165.6830, 2827.869
  from full Coulomb      = 9.8125, 165.6830, 2827.871
  cross products in C8, C10 = 58.8750, 1288.862
  C6 parts: zz = 7.8125, xx + yy = 2.0000
R along x (atomic units):
  contracted C6, C8, C10 = 6.9531, 52.1629, 655.656
  from full Coulomb      = 6.9531, 52.1629, 655.655
  cross products in C8, C10 = -22.2891, -344.361
R along (0.6,0,0.8) (atomic units):
  contracted C6, C8, C10 = 8.4195, 111.8881, 1593.614
  from full Coulomb      = 8.4195, 111.8881, 1593.615
  cross products in C8, C10 = 20.0756, 323.137
Energy terms at R = 20 bohr along z, in 1e-9 hartree:
  R^-6: -153.320, R^-8: -6.472, R^-10: -0.276, sum: -160.068
PASS
```
